Gravity, Sagnac and spin-rotation energies of a slow neutron on Earth

**Problem**

A neutron interferometer stands at rest on the Earth at latitude 45°. Its loop is a vertical rectangle. Both arms run from the lower western corner to the upper eastern one: the upper arm goes up and then east, the lower arm east and then up. The level sides have length L = 1.0 × 10⁹ Å and differ in height by h = 1.0 × 10⁸ Å. The neutron wavelength is λ = 2.0 Å.

(a) Starting from the Dirac equation, find the Hamiltonian of a slow neutron in this laboratory.

(b) Find the phase differences due to gravity and to the Earth's rotation, and the energy splitting of the two spin states due to rotation.

(c) Put all three on one energy scale and compare them. Can the spin effect be found as a remainder after the other two are subtracted?

The neutron is treated as a Dirac particle of mass m. There is no magnetic field, so its magnetic moment plays no part. The algebra uses atomic units, with ħ = 1; ħ is restored for numbers in eV, Å and seconds.

**Solution (a): the Hamiltonian**

A laboratory supported against gravity has an upward proper acceleration **a** of size g. By the equivalence principle it may be treated as an accelerated laboratory in flat spacetime, as long as g is uniform over the apparatus. It also rotates with angular velocity **Ω**, taken as the Earth's rotation relative to the stars. The centrifugal effect of the daily circle around the Earth's axis is included in g.

At laboratory time t, let an inertial frame share the laboratory's origin, velocity and axes. In it the neutron obeys

i ∂ψ/∂T = H_D ψ,  H_D = βmc² + c **α**·**p**.

After a time dt the laboratory has gained the velocity **a** dt and turned by **Ω** dt. Its point **x** then lies, in the old inertial frame, at

T = (1 + **a**·**x**/c²) dt,  **X** = **x** + **Ω**×**x** dt.

The term **a**·**x**/c² is the relativity of simultaneity. The spinor components also change, by the factor

1 − **α**·**a** dt/(2c) + (i/2) **Σ**·**Ω** dt.

The change must be linear in **a** and **Ω** and single out no other direction. Two requirements then fix it. Under the boost, the density ψ†ψ and the current cψ†**α**ψ must mix as the parts of a four-vector: the density changes by −ψ†(**α**·**a** dt/c)ψ, and the current by −**a** dt ψ†ψ. In each case the changes of ψ† and ψ supply equal real parts, half of the total each, and any imaginary parts cancel in the sum. Under the rotation, a spin fixed in space must change by −**Ω**×**S** dt in the new axes, where **S** = **Σ**/2.

Collecting the terms of first order in dt gives

i ∂ψ/∂t = (1 + **a**·**x**/c²) H_D ψ − (i/2c) **α**·**a** ψ + i(**Ω**×**x**)·∇ψ − ½ **Σ**·**Ω** ψ.

In the third term ∇ = i**p**, so it equals −**Ω**·(**x**×**p**)ψ = −**Ω**·**L**ψ. For the first two terms, write V = 1 + **a**·**x**/c². The commutator is

[V, H_D] = (1/c) **α**·[**a**·**x**, **p**] = i **α**·**a**/c,

so they combine to VH_D − ½[V, H_D] = ½(VH_D + H_D V). Hence

H_lab = ½(VH_D + H_D V) − **Ω**·(**L** + **S**).

A plane wave carried through a finite time into such a frame was tested against this equation. The difference between its two sides, divided by the norm of ψ, is 2.4 × 10⁻⁷ in model units; without the spin term it is 0.255.

For slow motion, remove the factor exp(−imc²t) and write φ and χ for the upper and lower pairs of components. With **J** = **L** + **σ**/2,

i ∂φ/∂t = m**a**·**x** φ + (c/2)(V **σ**·**p** + **σ**·**p** V)χ − **Ω**·**J** φ,

(2mc² + i ∂/∂t + m**a**·**x** + **Ω**·**J**)χ = (c/2)(V **σ**·**p** + **σ**·**p** V)φ.

In the second equation 2mc² dominates the bracket on the left, and V ≈ 1 on the right, so χ ≈ **σ**·**p** φ/(2mc). Inserting this in the first equation, with (**σ**·**p**)² = p² and **a**·**x** = gz, gives

H = p²/(2m) + mgz − **Ω**·**L** − **Ω**·**S**,

up to terms of order 1/c². In a test on a trapped model particle of mass 1, the six lowest positive levels of H_lab, less mc², differ from the six lowest levels of H by at most 1.03 × 10⁻⁴ hartree. This difference falls by a factor 4.000 when c is doubled, as a 1/c² correction must.

**Solution (b): phases and splitting**

Let δH be the part of H added to p²/(2m). At fixed energy, a small δH changes the momentum along a ray so that **v**·δ**p** = −δH. The phase ∫**p**·d**r** therefore changes by

δΦ = ∫δ**p**·d**r** = −∫δH dt.

The bending of the ray enters at second order, because the phase is stationary on the actual ray. Phase differences below are upper arm minus lower arm, and T = L/v is now the flight time along a level side.

*Gravity.* Each arm contains one vertical side, and these contribute equally. The level sides differ in energy by mgh, so

ΔΦ_g = −mghT.

The energy is mgh; the phase is this energy multiplied by the flight time.

*Rotation.* With **L** = **r** × m**v** to first order,

ΔΦ_S = +∫**Ω**·(**r** × m**v**) dt = m**Ω**·∮**r**×d**r**.

The closed path runs up, east, down and west. Put the origin at the lower western corner. The upper level side gives ∮**r**×d**r** a northward part Lh, and the eastern side, traversed downward, gives another Lh. The other two sides pass through the origin along **r** and give zero. The sum is 2Lh, twice the enclosed area. With Ω_n the northward component of **Ω**,

ΔΦ_S = 2mΩ_n Lh = (2mvhΩ_n) T.

This is the Sagnac phase. Divided by T, it defines an energy 2mvhΩ_n that can be set beside mgh. Together,

ΔΦ_g + ΔΦ_S = −m(g − 2vΩ_n)hT.

The bracket has a mechanical meaning. The Coriolis force −2m**Ω**×**v** on an eastward neutron has an upward part 2mvΩ_n, which reduces its effective weight. For westward flight the Sagnac phase changes sign and the gravity phase does not.

*Spin.* Along the Earth's axis, −**Ω**·**S** has the values −Ω/2 and +Ω/2. Each level shifts by Ω/2, and the splitting is

E_spin = Ω, or ħΩ with ħ restored.

The equation of motion d**S**/dt = i[H, **S**] = −**Ω**×**S** shows what this means: the spin turns backward relative to the laboratory at the rate at which the laboratory turns forward. It keeps its direction in space.

If both arms carry the same spin state, this term cancels between them to first order. If they carry opposite spins along the Earth's axis during the time T, it contributes a phase of size ΩT. Any phase added by the devices that flip the spin is not counted here.

**Solution (c): the comparison**

The speed follows from mv = 2πħ/λ. With mc² = 9.39565 × 10⁸ eV and c = 2.99792 × 10¹⁸ Å/s,

v = 2π (6.58212 × 10⁻¹⁶)(2.99792 × 10¹⁸)² / (2.0 × 9.39565 × 10⁸) = 1.978 × 10¹³ Å/s.

The level flight time is T = 5.056 × 10⁻⁵ s. For standard gravity, g = 9.80665 × 10¹⁰ Å/s²,

mgh = (9.39565 × 10⁸)(9.80665 × 10¹⁰)(1.0 × 10⁸) / (2.99792 × 10¹⁸)² = 1.025 × 10⁻⁹ eV.

The Earth turns at Ω = 7.292 × 10⁻⁵ rad/s, and Ω_n = Ω cos 45° = 5.156 × 10⁻⁵ rad/s. The Sagnac energy relative to gravity is

2vΩ_n/g = 2(1.978 × 10¹³)(5.156 × 10⁻⁵)/(9.80665 × 10¹⁰) = 0.0208,

which gives 2.13 × 10⁻¹¹ eV. The spin splitting is

ħΩ = (6.58212 × 10⁻¹⁶)(7.29212 × 10⁻⁵) = 4.80 × 10⁻²⁰ eV.

As a frequency, Ω/(2π), this is 11.6 microhertz: one turn per sidereal day of 86164 s.

The corresponding phases are −78.7 rad for gravity, +1.64 rad for Sagnac and 3.69 × 10⁻⁹ rad for opposite spins. A separate integration of the momentum around the loop at fixed energy, on straight rays, agrees with the sum of the first two, −77.10 rad.

The table keeps h and the latitude fixed and changes the speed. Energies are in eV.

| Speed (Å/s) | Gravity | Sagnac | Spin splitting |
|---|---|---|---|
| 5.0 × 10¹⁰ | 1.03 × 10⁻⁹ | 5.39 × 10⁻¹⁴ | 4.80 × 10⁻²⁰ |
| 1.98 × 10¹³ | 1.03 × 10⁻⁹ | 2.13 × 10⁻¹¹ | 4.80 × 10⁻²⁰ |
| 9.51 × 10¹⁴ | 1.03 × 10⁻⁹ | 1.03 × 10⁻⁹ | 4.80 × 10⁻²⁰ |

Only the Sagnac energy depends on speed. The last row is the speed g/(2Ω_n) at which it equals mgh; for eastward flight the two first-order phases then cancel. That speed means a neutron of 47 eV and wavelength 0.04 Å. The first row compares energy scales only. That neutron needs 0.02 s to cross L and falls about 2 × 10⁷ Å on the way, a fifth of h. The first-order gravity phase is then off by about 0.2%, which is more than the whole Sagnac phase.

The spin splitting depends on neither mass, speed nor height. Using mv = 2π/λ, its ratio to the Sagnac energy is

Ω/(2mvhΩ_n) = λΩ/(4πhΩ_n) = 2.25 × 10⁻⁹.

Both energies come from the coupling of rotation to angular momentum. The spin states differ by one ħ, while the loop supplies 2mvh, which is larger by 4π times the number of wavelengths that fit into h. Reducing h brings the two closer, but only up to a point. Over the length L, diffraction spreads a beam to a width of about √(λL) ≈ 4 × 10⁴ Å, and for h below this there are no longer two separate rays.

The splitting equals mgh for a height

ħΩ/(mg) = 4.68 × 10⁻³ Å,

far less than the wavelength. This length shows how hard a subtraction would be: to find the spin effect as a remainder, h would have to be known to better than this.

The assumption of uniform g fails before that point. Let g be the value at the lower level side, at distance R from the Earth's centre. If gravity falls as the inverse square of that distance, the potential energy gained is

mgRh/(R + h) ≈ mgh(1 − h/R).

With R ≈ 6.4 × 10¹⁶ Å, the correction mgh²/R is 1.6 × 10⁻¹⁸ eV, about 33 times the spin splitting. This counts only the change of g with height. The direction of g also turns by L/R across the loop, so a rigid rectangle cannot be plumb on both vertical sides. If it is levelled symmetrically about its middle, the two vertical sides still contribute equally. If it is plumb at its western side, the eastern side lies higher by L²/(2R) ≈ 8 Å, which adds mghL/(2R) = 8.0 × 10⁻¹⁸ eV and brings the total to about 200 times the spin splitting.

The first-order phase formula also falls short. At fixed energy the speed on the upper level side is √(v² − 2gh). The next term in its expansion adds mg²h²/(2v²) = 1.3 × 10⁻¹⁷ eV to the gravity energy, about 270 times the spin splitting.

So the answer to the last question is no in practice. A subtraction would need h, g, the variation of g and every other input known at the level of the spin splitting, and the gravity and Sagnac phases calculated beyond first order to the same accuracy. A cleaner route is to compare the two spin states on the same path. Gravity and Sagnac terms do not depend on spin at this order and drop out, leaving a relative phase Ωt after a time t. It would reach 1 rad only after 1.37 × 10⁴ s. A free neutron lives about 15 minutes on average, so in practice only a small fraction of a radian can build up, about 0.06 rad in one mean life. This route also brings back the magnetic moment set aside above: a field of 4 × 10⁻¹³ T along the Earth's axis, about 10⁻⁸ of the Earth's own field, splits the two spin states by as much as ħΩ, so the field must be removed or known to better than that.

The relativistic corrections do contain a term that couples spin to acceleration. It arises from (**σ**·**p**)(**a**·**x**/c²)(**σ**·**p**)/(2m) and similar products, which together give **σ**·(**a**×**p**)/(4mc²) and a splitting of at most gv/(2c²). Relative to Ω this is 1.5 × 10⁻⁹ for the 2 Å neutron, so the splitting ħΩ stands at the accuracy used here.

Computed results

```
frame test, residual with spin term      2.4e-07 (model units)
frame test, residual without spin term   0.255 (model units)
trap test, acceleration and rotation     0.3, 0.2 (model units)
trap levels, Dirac (hartree)   [0.8531 1.0531 1.653  1.8531 2.0531 2.253 ]
trap levels, slow (hartree)    [0.8531 1.0531 1.6531 1.8531 2.0531 2.2531]
trap test, largest difference            1.03e-04 hartree
same with c doubled                      2.57e-05 hartree
ratio of the two differences             4.000
hbar                                     6.58212e-16 eV s
speed of light                           2.99792e+18 angstrom/s
neutron rest energy                      9.39565e+08 eV
standard gravity                         9.80665e+10 angstrom/s^2
sidereal day                             86164.1 s
Earth rotation rate Omega                7.29212e-05 rad/s
latitude                                 45 degrees
Omega normal to loop                     5.1563e-05 rad/s
neutron wavelength                       2.0 angstrom
neutron speed                            1.9780e+13 angstrom/s
neutron kinetic energy                   2.0451e-02 eV
height difference h                      1.0e+08 angstrom
arm length L                             1.0e+09 angstrom
level flight time T                      5.0556e-05 s
gravity energy m g h                     1.0252e-09 eV
Sagnac energy 2 m v h Omega_n            2.1325e-11 eV
spin-rotation splitting hbar Omega       4.7998e-20 eV
shift of each spin level, size           2.3999e-20 eV
splitting as frequency                   11.606 microhertz
gravity phase, upper minus lower         -78.743 rad
Sagnac phase, upper minus lower          1.6379 rad
sum of the two phases                    -77.1048 rad
loop phase, time integral                -77.1048 rad
loop phase, momentum integral            -77.1048 rad
spin phase Omega T                       3.687e-09 rad
time for a spin phase of 1 rad           1.3713e+04 s
ratio Sagnac / gravity                   2.0801e-02
ratio spin / Sagnac                      2.251e-09
ratio spin / gravity                     4.682e-11
height where m g h = hbar Omega          4.682e-03 angstrom
speed where Sagnac = gravity             9.509e+14 angstrom/s
slower neutron, speed                    5.0e+10 angstrom/s
slower neutron, Sagnac energy            5.390e-14 eV
Earth radius, rounded input              6.4e+16 angstrom
energy from change of g with height      1.60e-18 eV
that energy / spin splitting             33.4
size of g v / (c^2 Omega)                3.0e-09
```
